# Sudakov double logarithms for off-shell and on-shell electrons: test program

```python
"""Sudakov double logarithm of the one-loop electron vertex (Feynman gauge).
Claim: F = 1 - (alpha/2 pi) A, with A the area in (ln 1/u, ln 1/v) open to a
photon k = u n2 + v n1 + k_perp, where n1, n2 are lightlike and 2 n1.n2 = s.
 off-shell electrons, p_i^2 = -P_i^2 : A = ln(Q2/P1^2) ln(Q2/P2^2)
 on-shell, m << photon mass lam      : A = ln(Q2/lam^2)^2 / 2
 on-shell, lam << m                  : A = L*l - L^2/2,
   L = ln(Q2/m^2), l = ln(Q2/lam^2).
Scaled symbols: a = P1^2/s, b = P2^2/s, r = m^2/s, eps = lam^2/s.
The scalar triangle integral is computed from Feynman parameters.
"""
import numpy as np
from scipy.integrate import quad
from scipy import constants as const

STEP = 0.2
GRID = np.exp(np.arange(-75.0, 40.0, STEP))
X = GRID[:, None]
Y = GRID[None, :]


def triangle(a=0.0, b=0.0, eps=0.0, r=0.0, q2=1.0, hard_numerator=False):
    """Integral of 1/Delta over the Feynman simplex, projective form z = 1."""
    total = 1 + X + Y
    delta = q2*X*Y + a*X + b*Y + eps*total + r*(X + Y)**2
    f = X*Y/(total*delta)
    if hard_numerator:
        f = f*(1 + X)*(1 + Y)/total**2
    return STEP**2*float(f.sum())


W_STEP = 0.1
T = np.exp(np.arange(-65.0, 65.0, W_STEP))


def half_line(function):
    """Integral over t from 0 to infinity, using t = exp(w)."""
    return W_STEP*float(np.sum(T*function(T)))


def outer(function, low, high):
    return quad(function, low, high, epsabs=1e-9, epsrel=1e-9, limit=200)[0]


def sudakov_offshell(a, b, eps):
    """Residue form in Sudakov variables, s = 1, massless electrons."""
    def main(v):
        return half_line(lambda t: 1/((t + a*v + eps)
                                      * ((v + b)*(1 + a) + (1 + b)*t)))

    def side(g):
        return half_line(lambda t: 1/((g + b*t + eps)
                                      * ((1 + g)*(1 + a) + (1 + b)*t)))
    return outer(main, 0, 1), (outer(side, 0, b) if b > 0 else 0.0)


def sudakov_massive(r, eps):
    """Residue form in Sudakov variables, s = 1, on-shell massive electrons."""
    def main(v):
        w = 1 - v
        return half_line(lambda t: 1/(w*((t + v*v*r)/w + eps)
                                      * (1 - r)*((v - r) + (t + r)/w)))

    def low(v):
        u0 = eps/v
        return half_line(lambda t: 1/((u0 + t + v*r - eps)
                                      * ((u0 + t)*r + v - eps)))
    return outer(main, r, 1) + outer(low, 0, r)


def counted_area(size, allowed, n=2000):
    """Area in the log plane by counting cells that obey the inequalities."""
    c = (np.arange(n) + 0.5)*size/n
    return float(np.count_nonzero(allowed(c[:, None], c[None, :])))*(size/n)**2


# ---- Dirac numerator, from explicit matrices
pauli = [np.array([[0, 1], [1, 0]], complex),
         np.array([[0, -1j], [1j, 0]]), np.diag([1, -1]).astype(complex)]
gamma = [np.kron(np.diag([1, -1]), np.eye(2)).astype(complex)]
gamma += [np.kron(np.array([[0, 1], [-1, 0]]), sig) for sig in pauli]
metric = [1, -1, -1, -1]


def slash(p):
    return sum(metric[i]*p[i]*gamma[i] for i in range(4))


n1 = np.array([1.0, 0, 0, 1.0])
n2 = np.array([1.0, 0, 0, -1.0])
s_dirac = 2*sum(metric[i]*n1[i]*n2[i] for i in range(4))


def numerator_ratio(p1, p2, k):
    """Projected loop numerator over projected tree vertex, in units of s."""
    top = 0
    tree = 0
    for nu in range(4):
        mid = slash(p2 - k) @ gamma[nu] @ slash(p1 - k)
        vertex = sum(metric[i]*gamma[i] @ mid @ gamma[i] for i in range(4))
        right = slash(n1) @ gamma[nu]*metric[nu]
        top += np.trace(slash(n2) @ vertex @ right)
        tree += np.trace(slash(n2) @ gamma[nu] @ right)
    return float((top/tree).real)/s_dirac


k_soft = 1e-5*np.array([0.7, 0.4, -0.9, 0.2])
soft_on = numerator_ratio(n1, n2, k_soft)
soft_off = numerator_ratio(n1 - 1e-5*n2, n2 - 1e-5*n1, k_soft)
assert abs(soft_on - 2) < 2e-4 and abs(soft_off - 2) < 2e-4
hard = numerator_ratio(n1, n2, 0.3*n1 + 0.2*n2)
assert abs(hard - 2*0.7*0.8) < 1e-10

# ---- Sudakov residue integrals against Feynman parameters, moderate ratios
a0, b0, e0, r0 = 0.3, 0.2, 0.05, 0.1
sud_off = sum(sudakov_offshell(a0, b0, 0.0))
fey_off = triangle(a0, b0, q2=(1 + a0)*(1 + b0))
sud_lam = sum(sudakov_offshell(a0, b0, e0))
fey_lam = triangle(a0, b0, e0, q2=(1 + a0)*(1 + b0))
sud_on = sum(sudakov_offshell(0.0, 0.0, e0))
fey_on = triangle(eps=e0)
sud_mass = sudakov_massive(r0, e0)
fey_mass = triangle(eps=e0, r=r0, q2=(1 - r0)**2)
for left, right in ((sud_off, fey_off), (sud_lam, fey_lam),
                    (sud_on, fey_on), (sud_mass, fey_mass)):
    assert abs(left - right) < 1e-6*right
side_small = sudakov_offshell(1e-5, 1e-5, 0.0)[1]
assert abs(side_small - np.pi**2/6) < 1e-3

# ---- worked example, energies in GeV
alpha = const.fine_structure
m = const.m_e*const.c**2/const.e/1e9
Q, P, lam_heavy, lam_light, lam_mid = 100.0, 1.0, 1.0, 1e-6, 0.1
a = (P/Q)**2
eh, el, em, r = [(x/Q)**2 for x in (lam_heavy, lam_light, lam_mid, m)]
LP, lh, ll, lm, L = [-np.log(x) for x in (a, eh, el, em, r)]
A_off = LP**2
A_on = lh**2/2
A_mass = L*ll - L**2/2
A_mid = LP**2 - (2*LP - lm)**2/2
I_off = triangle(a, a)
I_on = triangle(eps=eh)
I_mass = triangle(eps=el, r=r)
I_mid = triangle(a, a, em)

# areas from the inequalities alone
C_off = counted_area(1.2*LP, lambda x, y: (x < LP) & (y < LP))
C_on = counted_area(lh, lambda x, y: x + y < lh)
C_mass = counted_area(ll, lambda x, y: (x + y < ll) & (x < y + L)
                      & (y < x + L))
C_mid = counted_area(LP, lambda x, y: x + y < lm)
for counted, formula in ((C_off, A_off), (C_on, A_on),
                         (C_mass, A_mass), (C_mid, A_mid)):
    assert abs(counted - formula) < 3e-3*formula

# full integrals: the remainder must be a constant, without logarithms
third = np.pi**2/3
# exact Sudakov scale s of the example: Q^2 = s (1 + a_s)^2, a_s = P^2/s
a_s = a
for _ in range(50):
    a_s = a*(1 + a_s)**2
rest_s = triangle(a_s, a_s, q2=(1 + a_s)**2) - np.log(a_s)**2
assert abs(rest_s - third) < 1e-3
# with Q^2 in place of s the error is of order (P^2/Q^2) ln^2: small P needed
a_deep = 1e-8
rest_deep = triangle(a_deep, a_deep) - np.log(a_deep)**2
assert abs(rest_deep - third) < 1e-4
assert abs(I_on - A_on - third) < 1e-2
a_un, b_un = 1e-5, 1e-8
I_uneq = triangle(a_un, b_un)
A_uneq = np.log(a_un)*np.log(b_un)
assert abs(I_uneq - A_uneq - third) < 1e-2
# massive case: corrections of order lam/m remain, hence the tolerance
g = 0.8
mass_shift = (triangle(eps=el**g, r=r**g) - g*g*A_mass) - (I_mass - A_mass)
assert abs(mass_shift) < 0.05
# bridge: all logarithms of the example doubled and tripled
rest_mid = [triangle(a**g, a**g, em**g) - g*g*A_mid for g in (2, 3)]
mid_shift = rest_mid[1] - rest_mid[0]
assert abs(mid_shift) < 1e-2

# a photon mass far below P^2/Q leaves the off-shell vertex unchanged
lam_tiny = 1e-4
I_tiny = triangle(a, a, (lam_tiny/Q)**2)
assert abs(I_tiny - I_off) < 1e-2

# hard numerator changes single logarithms only: second log difference is 1
h = np.log(100.0)
W = [triangle(eps=e, hard_numerator=True) for e in (1e-8, 1e-10, 1e-12)]
curvature = (W[2] - 2*W[1] + W[0])/h**2
slope_shift = ((W[2] - triangle(eps=1e-12))
               - (W[1] - triangle(eps=1e-10)))/h
assert abs(curvature - 1) < 1e-3

pref = alpha/(2*np.pi)
print(f"fine-structure constant alpha = {alpha:.8f}")
print(f"alpha/(2 pi) = {pref:.6e}")
print(f"soft numerator / s, on-shell = {soft_on:.5f}")
print(f"soft numerator / s, off-shell = {soft_off:.5f}")
print(f"numerator / s at x=0.3, y=0.2 = {hard:.5f}")
print(f"moderate ratios: a={a0}, b={b0}, eps={e0}, r={r0}")
print(f"off-shell: Sudakov {sud_off:.7f}, Feynman {fey_off:.7f}")
print(f"off-shell + lam: Sudakov {sud_lam:.7f}, Feynman {fey_lam:.7f}")
print(f"on-shell, m=0: Sudakov {sud_on:.7f}, Feynman {fey_on:.7f}")
print(f"on-shell, m>0: Sudakov {sud_mass:.7f}, Feynman {fey_mass:.7f}")
print(f"side piece at a=b=1e-5 = {side_small:.5f}")
print(f"pi^2/6 = {np.pi**2/6:.5f}, pi^2/3 = {third:.5f}")
print(f"Q = {Q:.1f} GeV, P1 = P2 = {P:.1f} GeV")
print(f"electron mass m = {m:.6e} GeV")
print(f"photon masses = {lam_heavy}, {lam_light}, {lam_mid} GeV")
print(f"ultrasoft scale P^2/Q = {P*P/Q:.4f} GeV")
print(f"ln(Q^2/P^2) = {LP:.4f}")
print(f"ln(Q^2/m^2) = {L:.4f}")
print(f"ln(Q^2/lam^2), lam={lam_light} GeV: {ll:.4f}")
print(f"ln(Q^2/lam^2), lam={lam_mid} GeV: {lm:.4f}")
for name, A, C, I in (("off-shell", A_off, C_off, I_off),
                      ("on-shell m<<lam", A_on, C_on, I_on),
                      ("on-shell lam<<m", A_mass, C_mass, I_mass),
                      ("bridge", A_mid, C_mid, I_mid)):
    print(f"{name}: area {A:.4f}, counted {C:.3f}")
    print(f"  full scalar integral {I:.4f}, minus area {I - A:.4f}")
    print(f"  double-log correction to F = {-pref*A:.5f}")
print(f"ratio of areas off-shell / on-shell (m<<lam) = {A_off/A_on:.4f}")
print(f"off-shell remainder with exact s = {rest_s:.5f}")
print(f"off-shell remainder at P^2/Q^2 = {a_deep}: {rest_deep:.5f}")
print(f"unequal a={a_un}, b={b_un}: area {A_uneq:.4f}, full {I_uneq:.4f}")
print(f"remainder shift, logs x 0.8, massive = {mass_shift:.5f}")
print(f"bridge remainder, logs x 2 and x 3 = "
      f"{rest_mid[0]:.5f}, {rest_mid[1]:.5f}")
print(f"off-shell integral with lam={lam_tiny} GeV = {I_tiny:.4f}")
print(f"log curvature with hard numerator = {curvature:.6f}")
print(f"single-log slope from hard numerator = {slope_shift:.5f}")
print("verified")
```

It prints:

```
fine-structure constant alpha = 0.00729735
alpha/(2 pi) = 1.161410e-03
soft numerator / s, on-shell = 1.99999
soft numerator / s, off-shell = 1.99999
numerator / s at x=0.3, y=0.2 = 1.12000
moderate ratios: a=0.3, b=0.2, eps=0.05, r=0.1
off-shell: Sudakov 4.5939289, Feynman 4.5939289
off-shell + lam: Sudakov 3.4551266, Feynman 3.4551266
on-shell, m=0: Sudakov 7.5727738, Feynman 7.5727738
on-shell, m>0: Sudakov 4.8536718, Feynman 4.8536718
side piece at a=b=1e-5 = 1.64491
pi^2/6 = 1.64493, pi^2/3 = 3.28987
Q = 100.0 GeV, P1 = P2 = 1.0 GeV
electron mass m = 5.109990e-04 GeV
photon masses = 1.0, 1e-06, 0.1 GeV
ultrasoft scale P^2/Q = 0.0100 GeV
ln(Q^2/P^2) = 9.2103
ln(Q^2/m^2) = 24.3686
ln(Q^2/lam^2), lam=1e-06 GeV: 36.8414
ln(Q^2/lam^2), lam=0.1 GeV: 13.8155
off-shell: area 84.8304, counted 84.864
  full scalar integral 88.1338, minus area 3.3034
  double-log correction to F = -0.09852
on-shell m<<lam: area 42.4152, counted 42.397
  full scalar integral 45.7040, minus area 3.2888
  double-log correction to F = -0.04926
on-shell lam<<m: area 600.8584, counted 600.566
  full scalar integral 599.2196, minus area -1.6388
  double-log correction to F = -0.69784
bridge: area 74.2266, counted 74.221
  full scalar integral 74.3145, minus area 0.0880
  double-log correction to F = -0.08621
ratio of areas off-shell / on-shell (m<<lam) = 2.0000
off-shell remainder with exact s = 3.28947
off-shell remainder at P^2/Q^2 = 1e-08: 3.28987
unequal a=1e-05, b=1e-08: area 212.0759, full 215.3677
remainder shift, logs x 0.8, massive = 0.01523
bridge remainder, logs x 2 and x 3 = 0.00123, 0.00002
off-shell integral with lam=0.0001 GeV = 88.1328
log curvature with hard numerator = 1.000000
single-log slope from hard numerator = -2.00000
verified
```
